# An energy-conserving enthalpy finite-volume scheme for laser melting

## What goes wrong when temperature is the stored variable

A direct way to add melting to a heat-conduction code is to enlarge the heat capacity near the melting temperature $T_m$. If $L$ is the latent heat per volume, one adds $L/w$ to the capacity inside a temperature window of width $w$. An explicit step then divides the heat gained by the capacity at the old temperature. A cell just below the window still has its ordinary solid capacity. If one step carries it across the window, it becomes liquid without paying its latent heat. If it lands inside, it has skipped part of the payment.

The loss can be large. For the laser pulse and material specified below, with 20 nm cells, 6.7 ps steps and $w=1$ K, the heat content implied by the temperatures after 40 ns exceeds the absorbed energy by roughly a quarter of that energy. The exact figure is sensitive to small numerical details, because it depends on where individual steps happen to land. Steps that end inside the window and jumps right across it can both contribute. With $w=100$ K the excess is below 0.1%, but melting is then spread over 100 K. The cure is to store the energy and deduce the temperature from it.

## Model and variables

Depth $x$ increases into the material, and a heat flux $q$ is positive in that direction. The model is one-dimensional. Solid and liquid have equal densities, and each has a constant volumetric heat capacity $c$ and conductivity $k$, with subscripts $s$ and $l$. Solid and liquid coexist at $T_m$, so interface undercooling and superheating are excluded. Flow, evaporation and optical changes are also left out; "fluence" means absorbed fluence.

Let $H$ be the enthalpy per volume, with its zero at solid at $T_m$:

$$
H=\begin{cases}
c_s(T-T_m), & T<T_m,\\
\text{between }0\text{ and }L, & T=T_m,\\
L+c_l(T-T_m), & T>T_m .
\end{cases}
$$

Temperature alone does not fix $H$ at $T_m$, but $H$ always fixes $T$ and the liquid fraction

$$
f=\min[1,\max(0,H/L)].
$$

A cell with $0<f<1$ is called mushy. It is also convenient to define a heat potential $u=k(T-T_m)$, using the conductivity of the phase present. With $D=k/c$,

$$
u(H)=D_s\min(H,0)+D_l\max(H-L,0).
$$

Thus $u=0$ throughout melting. Within either phase $q=-k\,\partial T/\partial x=-\partial u/\partial x$, and $u$ is continuous at the front because both sides are at $T_m$. With a volume heat source $S$, energy conservation reads

$$
\frac{\partial H}{\partial t}=-\frac{\partial q}{\partial x}+S,\qquad q=-\frac{\partial u}{\partial x}.
$$

## Why no front condition is needed

Suppose liquid lies to the left of a sharp front $s(t)$ and solid to its right. Integrate over a fixed interval $[a,b]$ containing the front. Conservation gives

$$
\frac{d}{dt}\int_a^b H\,dx=q(a)-q(b)+\int_a^b S\,dx .
$$

Now split the integral at $s$. Its moving limits contribute $\dot s\,[H(s^-)-H(s^+)]=L\dot s$. Inside each phase the differential equation holds, so

$$
\frac{d}{dt}\int_a^b H\,dx
=L\dot s+[q(a)-q_l]+[q_s-q(b)]+\int_a^b S\,dx ,
$$

where $q_l$ and $q_s$ are the fluxes on the liquid and solid sides of the front. Equating the two expressions leaves

$$
L\dot s=q_l-q_s .
$$

This is the Stefan condition. It is contained in the conservation law for $H$, so a scheme that respects that law need not impose it separately.

## The update and its energy balance

Divide the domain into $N$ cells of width $\Delta x$, and let $H_i$ be the mean enthalpy of cell $i$. Integrating the conservation law over one cell and one time step gives

$$
H_i'=H_i+\frac{\Delta t}{\Delta x}\left(q_{i-1/2}-q_{i+1/2}\right)+\Delta t\,S_i,
\qquad
q_{i+1/2}=-\frac{u_{i+1}-u_i}{\Delta x}.
$$

A prime marks the new value. The approximations are the flux formula, its evaluation at the old time, and the reading of $u_i$ from the cell mean.

For surface absorption, $q_{1/2}$ is the absorbed laser flux; the far face is insulated. Multiply the update by $\Delta x$ and sum over cells. Each interior flux leaves one cell and enters the next, so it cancels:

$$
\Delta x\sum_i(H_i'-H_i)=\Delta t\,q_{1/2}+\Delta t\,\Delta x\sum_iS_i .
$$

Total energy is therefore conserved apart from rounding. Latent heat alone is not conserved: it is exchanged with sensible heat as material melts and freezes.

The same bookkeeping holds for one cell. Let $R$ be the net heat per area it receives while going from solid at $T_0$ to liquid at $T$. Summing its updates gives

$$
R=\Delta x\left[c_s(T_m-T_0)+L+c_l(T-T_m)\right].
$$

The latent part is $L\Delta x$, even if a step begins below $H=0$ or ends above $H=L$. Any overshoot appears as sensible heat of the new phase.

## Pseudocode

Let $E(t)$ be the absorbed pulse energy per area up to time $t$. Using its increments delivers the intended energy for any step size.

```
choose dx; dt = dx^2 / (3 Dmax)
H[i] = cs*(T0 - Tm) for every cell
repeat for each time step:
    u[i] = Ds*min(H[i],0) + Dl*max(H[i]-L,0)
    q[first face] = (E(t+dt) - E(t))/dt
    q[interior face] = (u[left] - u[right])/dx
    q[last face] = 0
    H[i] = H[i] + dt*(q[left face] - q[right face])/dx
    t = t + dt
    T[i] = Tm + min(H[i],0)/cs + max(H[i]-L,0)/cl
    f[i] = min(1, max(0, H[i]/L))
    melt depth = dx*sum(f)
```

The melt depth is a diagnosis and never enters the update. Memory grows as $N$. For fixed domain and end time, halving $\Delta x$ doubles the cells and quadruples the steps, so the work grows eightfold. An 8 µm domain with 10 nm cells has 800 cells; a run of 200 ns takes 120,000 steps of 1.67 ps, or $9.6\times10^7$ cell updates.

## Stability

Write $r=\Delta t/\Delta x^2$ and $a=rD_{\max}$, where $D_{\max}$ is the larger diffusivity. An interior cell without a source obeys

$$
H_i'=H_i-2r\,u(H_i)+r\,u(H_{i-1})+r\,u(H_{i+1}).
$$

Since $u$ never decreases with $H$, raising a neighbour cannot lower $H_i'$. Raising $H_i$ itself by $\delta>0$ raises $u(H_i)$ by at most $D_{\max}\delta$, so $H_i'$ changes by at least $(1-2a)\delta$. The update preserves order if

$$
a=\frac{D_{\max}\Delta t}{\Delta x^2}\le\frac12 .
$$

With no source and insulated ends, a uniform state stays unchanged. Comparison with uniform states at the initial minimum and maximum then keeps every $H_i$ between those values.

The bound is sharp. In a region of the phase with the larger diffusivity, a disturbance alternating in sign from cell to cell is multiplied by $1-4a$ each step. For $a>1/2$ this factor is below $-1$, and the disturbance grows.

If the surface is instead held at a fixed temperature, the wall lies half a cell from the first centre and its flux is $2(u_w-u_1)/\Delta x$. The first cell then loses $3ru_1$, whereas an interior cell loses $2ru_i$, and order preservation requires $a\le1/3$.

## How many cells can be mushy?

Take an initially solid body heated at its surface, with no volume source and no surface cooling. If $a\le1/3$, at most one cell is mushy at any time. To prove this, suppose the cells are ordered as liquid ($H\ge L$), then at most one mushy cell, then solid ($H\le0$). One step preserves this ordering.

If a mushy cell is present, its potential is zero. Every liquid cell has neighbours with $u\ge0$, so it stays at or above $L$. Every solid cell has neighbours with $u\le0$, so it stays at or below zero. The mushy cell alone can change phase. If all cells are solid, the first alone can begin to melt, because it alone receives the laser flux.

The remaining case has liquid at $L+\varepsilon$ touching solid at $-h$, with $\varepsilon,h\ge0$. Put $a_l=rD_l$ and $a_s=rD_s$. Dropping contributions that can only help each cell keep its phase gives

$$
H'_{\rm liq}-L\ge(1-2a_l)\varepsilon-a_sh,\qquad
H'_{\rm sol}\le-(1-2a_s)h+a_l\varepsilon .
$$

If the liquid cell drops below $L$, then $a_sh>(1-2a_l)\varepsilon$. Since $a_s\le1/3$ and $1-2a_l\ge1/3$, this requires $h>\varepsilon$. If the solid cell rises above zero, the same argument requires $\varepsilon>h$. Both cannot happen in one step, which completes the proof.

At the weaker limit $a=1/2$ this one-step argument fails. Take $D_s/D_l=0.625$, $\varepsilon=h$, and outer neighbours at $u=0$. Then $a_l=0.5$ and $a_s=0.3125$, so the new values are $L-0.3125h$ and $0.125h$. For small $h$ both cells are mushy. Energy is still conserved; what is lost is the proof of a one-cell front. This state was constructed by hand, and a given run at $a=1/2$ need not pass through it.

## Comparison with a sharp front

Let a half-space initially at $T_0<T_m$ have its surface held at $T_w>T_m$. The sharp-front solution has $s=2\lambda\sqrt{D_lt}$. With $\nu=\lambda\sqrt{D_l/D_s}$, the temperatures are

$$
T_{\rm liq}=T_w-(T_w-T_m)\frac{\operatorname{erf}(x/2\sqrt{D_lt})}{\operatorname{erf}\lambda},
$$

$$
T_{\rm sol}=T_0+(T_m-T_0)\frac{\operatorname{erfc}(x/2\sqrt{D_st})}{\operatorname{erfc}\nu}.
$$

Both equal $T_m$ at $x=s$. Since $\partial_x\operatorname{erf}(x/2\sqrt{Dt})=e^{-x^2/4Dt}/\sqrt{\pi Dt}$, the front fluxes follow by differentiation. Inserting them and $\dot s=\lambda\sqrt{D_l/t}$ into the Stefan condition, then multiplying by $\sqrt t$, gives

$$
L\lambda\sqrt{D_l}
=\frac{k_l(T_w-T_m)e^{-\lambda^2}}{\sqrt{\pi D_l}\operatorname{erf}\lambda}
-\frac{k_s(T_m-T_0)e^{-\nu^2}}{\sqrt{\pi D_s}\operatorname{erfc}\nu}.
$$

In the limit $T_0=T_m$ and small $c_l(T_w-T_m)/L$, the last term vanishes and $\operatorname{erf}\lambda\approx2\lambda/\sqrt\pi$. Then $\lambda^2\approx c_l(T_w-T_m)/(2L)$, or $s^2\approx2k_l(T_w-T_m)t/L$. This is the result of a linear liquid temperature profile feeding the front.

The examples use round model parameters: $c_s=2.0\times10^6$ and $c_l=2.5\times10^6$ J/(m³ K), $k_s=25$ and $k_l=50$ W/(m K), $L=4.0\times10^9$ J/m³, $T_m=1700$ K and $T_0=300$ K. Hence $D_s=1.25\times10^{-5}$ and $D_l=2.0\times10^{-5}$ m²/s.

For $T_w=2700$ K, a numerical root search gives $\lambda=0.3475$. At 50 ns, $\sqrt{D_lt}=1$ µm, so the front is at 695 nm. Between 10 and 50 ns, the largest sampled front errors of the enthalpy scheme are 5.6, 2.2 and 0.9 nm for cells of 40, 20 and 10 nm. At 50 ns itself, the two finer grids have nearly equal errors of about 0.5 nm, so a single instant is a poor measure of convergence.

Part of the error comes from the mushy cell. Its temperature is assigned to its centre, although the front may lie anywhere within it. The distance from the front to the next cell centre therefore ranges from $\Delta x/2$ to $3\Delta x/2$, while the flux formula uses $\Delta x$.

## A laser pulse

Let the absorbed flux be

$$
I(t)=\frac F\tau\sin^2\frac{\pi t}{2\tau},\qquad 0<t<2\tau,
$$

with $F=4000$ J/m² (0.4 J/cm²) and full width at half maximum $\tau=30$ ns. Integration gives

$$
E(t)=F\left[\frac{t}{2\tau}-\frac{\sin(\pi t/\tau)}{2\pi}\right].
$$

Before melting, an independent onset time follows from linear conduction. Heat $Q$ per area released at the surface of a half-space raises the surface temperature by $Q/\sqrt{\pi k_sc_st}$ after time $t$. Adding the pulse's contributions gives

$$
T(0,t)-T_0=\int_0^t\frac{I(t')\,dt'}{\sqrt{\pi k_sc_s(t-t')}} .
$$

Numerical quadrature and a root search give $T(0,t)=T_m$ at 20.58 ns. In the scheme, the surface potential is extrapolated over half a cell as $u_1+I\Delta x/2$; on the 10 nm grid it reaches zero at 20.59 ns. The difference is smaller than the 17 ps interval between recorded values.

The greatest melt depths on the 40, 20 and 10 nm grids are 303.9, 302.3 and 303.9 nm. The sequence is not monotonic, so its spread of under 2 nm is not an error bound; 0.30 µm is the precision these grids support for this model. On the finest grid the surface peaks at 2180 K. The melt is deepest at 51.5 ns, well after the flux maximum at 30 ns. The front turns when $q_l=q_s$, not when the laser flux peaks.

Freezing is complete at 122 ns. Between 75% and 25% of the greatest depth, the mean regrowth speed is 4.6 m/s. The Stefan condition then requires the solid to carry away more heat than the liquid supplies by $L|\dot s|\approx1.8\times10^{10}$ W/m².

At 40 ns the pulse has delivered

$$
E=4000\,(0.6667+0.1378)=3218\ \text{J/m}^2 .
$$

Temperatures and liquid fractions on the 10 nm grid divide this into 2105.6 J/m² for heating material towards or up to $T_m$, 968.1 J/m² of latent heat and 144.3 J/m² of liquid superheat. The sum is 3218.0 J/m². The latent part corresponds to a melt depth of $968.1/(4\times10^9)$ m, or 242 nm.

The third cell of the 20 nm grid shows the local balance. It starts melting at 25.00 ns and is fully liquid at 26.36 ns, when its temperature is 1708.05 K. Its neighbours have by then supplied 136.40 J/m². Heating to $T_m$ took 56.00 J/m², and the final superheat is 0.40 J/m². The remaining 80.00 J/m² equals $L\Delta x$.

## Failure modes and extensions

**Absorption over a finite depth.** A mushy region has $u=0$ throughout, hence no internal heat flux, and $\partial H/\partial t=S$. With surface absorption $S=0$ there. With volume absorption the whole region melts gradually, so several mushy cells can be a feature of the model rather than numerical smearing. If the same pulse is absorbed with an exponential decay length of 200 nm, the greatest mushy width during the pulse is 140 nm on both the 20 and 10 nm grids. The sum $\Delta x\sum_if_i$ is then an equivalent liquid thickness, not a front position. A solid that can superheat needs a different model.

**Fast fronts.** The equilibrium law fixes the front at $T_m$ whatever its speed. If the real front needs an undercooling that is not small compared with the temperature differences driving conduction, the computed regrowth speed is unreliable. Refining the grid does not repair this.

**Variable properties.** If $c$ and $k$ depend on temperature, replace the linear laws by $H=\int c\,dT$ and $u=\int k\,dT$, measured from $T_m$, and add $L$ to $H$ in the liquid. Within a phase $du/dH=k/c$, so the stability bound uses the largest value of $k/c$.

**Rounding.** Rounding can place a cell that belongs at a phase limit, $H=0$ or $H=L$, slightly inside the mushy range. As a precaution, a count of mushy cells can ignore fractions within a small margin of 0 and 1; $10^{-9}$ was used here. The margin belongs in the diagnosis, not in the energy update.
